# Current and Tafel slope at a semiconductor electrode in Gerischer's model, part 2

One electron passes between an n-type semiconductor and dissolved Ox or Red. Sought are the current \(j=j_a-j_c\) (anodic positive) and the cathodic Tafel slope \(S=S_0/\alpha_c\), with \(S_0=\frac{k_BT}{e}\ln10\), \(\alpha_c=k_BT\,d\ln j_c/dE_F\), \(\alpha_a=-k_BT\,d\ln j_a/dE_F\). Energies are in eV, lengths in cm or nm, potentials in V, current densities in A/cm²; \(e>0\). The surface band edge is \(E_{c,s}\), \(\varepsilon=E-E_{c,s}=k_BT\,x\), \(\Delta=E_{c,s}-E^0\) with \(E^0\) the standard redox level, \(f\) is the Fermi function, and the overpotential \(\eta\) obeys \(E_F=E_{\rm redox}-e\eta\).

A1: classical equilibrium nuclei, golden-rule transfer. A2: equal harmonic wells, reorganization energy \(\lambda\). A3: energy-independent coupling, parabolic band of mass \(m^*\). A4: no surface states, illumination or valence current; surface concentrations equal bulk ones. A5: \(\Delta\) independent of \(\eta\). A6: surface electrons have a Fermi distribution with the back contact's \(E_F\).

With density of states \(\rho\), coupling energy \(V\), microscopic volume \(\Omega\) and decay length \(\delta\),
\[
j_c=e\kappa c_{\rm ox}\int\rho\,f\,W_{\rm ox}\,dE,\qquad
j_a=e\kappa c_{\rm red}\int\rho\,(1-f)\,W_{\rm red}\,dE,\qquad
\kappa=\frac{2\pi}{\hbar}V^2\Omega\,\delta .
\tag{1}
\]
\[
\frac{c_{\rm ox}W_{\rm ox}(E)}{c_{\rm red}W_{\rm red}(E)}=e^{(E-E_{\rm redox})/k_BT},\qquad E_{\rm redox}=E^0-k_BT\ln\frac{c_{\rm ox}}{c_{\rm red}} .
\tag{2}
\]
Lemma 2:
\[
W_{\rm ox}(E)=\frac{e^{-(E-E^0-\lambda)^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}},\qquad
W_{\rm red}(E)=\frac{e^{-(E-E^0+\lambda)^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}} .
\]
Lemma 3: \(j_a/j_c=e^{e\eta/k_BT}\) for any \(\rho\); with the band fixed, \(\alpha_c=\langle1-f\rangle_c\) (weight \(\kappa\rho fW_{\rm ox}\)) and \(\alpha_a=1-\alpha_c\). A metal at \(E_F=E^0=E_{\rm redox}\) has \(\alpha_c=\tfrac12\).

Lemmas 4 and 5: \(j_c=(1-\theta)j_c^B\), \(0\le\theta\le B_0=n_s/N_c\), \(1-B_0\le\alpha_c\le1\), \(j_c^B=e\,k_c\,c_{\rm ox}n_s\), \(k_c=\kappa W_{\rm ox}(E_{c,s})\,g\), \(g=G_{3/2}\), where \(N_c=2(m^*k_BT/2\pi\hbar^2)^{3/2}\), \(n_s=N_c\,e^{-(E_{c,s}-E_F)/k_BT}\) and
\[
G_\nu\equiv\frac1{\Gamma(\nu)}\int_0^\infty x^{\nu-1}e^{-ax-bx^2}dx,\qquad a=\frac{\Delta+\lambda}{2\lambda},\qquad b=\frac{k_BT}{4\lambda}.
\]
For \(a>0\),
\[
1-\frac{15\,b}{4a^2}\;\le\;g\,a^{3/2}\;\le\;\min\left(1,\;1-\frac{15\,b}{4a^2}+\frac{945\,b^2}{32\,a^4}\right).
\tag{3}
\]
The theorem to be proved under A1 to A6 is \(j=(1-\theta)\,j_0[1-e^{-e\eta/k_BT}]\), with \(j_0=e\,k_c\,c_{\rm ox}\,n_{s0}\) and \(n_{s0}\) the value of \(n_s\) at \(\eta=0\). A program checks the results; one check adds \(0.5\,q^4\) to one solvent mode of Ox.

## Proof of the theorem

Lemmas 4 and 5 give \(j_c=(1-\theta)\,e\,k_cc_{\rm ox}n_s\) with \(0\le\theta\le n_s/N_c\), and the bounds on \(\alpha_c\). By A5, \(\Delta\), and with it \(k_c\) and \(E_{c,s}\), are the same at every \(\eta\). By A6, \(E_F=E_{\rm redox}-e\eta\) holds at the surface, so
\[
\frac{n_s}{n_{s0}}=\frac{e^{-(E_{c,s}-E_{\rm redox}+e\eta)/k_BT}}{e^{-(E_{c,s}-E_{\rm redox})/k_BT}}=e^{-e\eta/k_BT},\qquad j_c=(1-\theta)\,j_0\,e^{-e\eta/k_BT}.
\]
Lemma 3 gives \(j_a=j_c\,e^{e\eta/k_BT}=(1-\theta)j_0\) with the same \(\theta\). Subtracting, \(j=j_a-j_c=(1-\theta)j_0[1-e^{-e\eta/k_BT}]\). ∎

Remark on the anodic plateau. By (2), \(c_{\rm ox}W_{\rm ox}\,e^{-(E-E_{\rm redox})/k_BT}=c_{\rm red}W_{\rm red}\), so \(j_0=e\kappa c_{\rm red}\int\rho W_{\rm red}\,dE\). This is the rate at which Red injects electrons into an empty band. It is proportional to \(c_{\rm red}\) and independent of \(c_{\rm ox}\), in agreement with \(n_{s0}\propto e^{E_{\rm redox}/k_BT}\propto c_{\rm red}/c_{\rm ox}\). The doping density appears nowhere in \(j_0\). The electrode rectifies like a diode.

Remark on small overpotentials. For \(\eta<0\) and \(\theta\to0\), put \(u=e|\eta|/k_BT\). Then \(|j|=j_0(e^u-1)\) and \(d\ln|j|/du=e^u/(e^u-1)=1/(1-e^{-u})\), so the local slope of the net current is \(S_0(1-e^{-u})\), below \(S_0\) and tending to it as \(u\) grows.

Remark on degeneracy. To first order in \(B_0\), \(1-\alpha_c=\langle f\rangle_c\approx B_0\langle e^{-x}\rangle\) with weight \(x^{1/2}e^{-ax-bx^2}\). The extra factor \(e^{-x}\) replaces \(a\) by \(a+1\), so for \(b\ll a^2\) one finds \(1-\alpha_c\approx B_0\,[a/(a+1)]^{3/2}\). When \(E_F\) reaches the edge, \(B_0=1\), the first-order term no longer suffices, and \(\langle 1-f\rangle_c\) is then obtained by numerical integration.

The program tests \(j_c\), \(j_a\) and \(j\) of the theorem against the Fermi-function integrals (1) at six overpotentials, with the bound on \(\theta\) setting the tolerance, and the local slope of the net current at \(-0.05\) V.

## When the band edge is pinned

A5 is an electrostatic statement. Let the semiconductor fill \(x>0\), with permittivity \(\epsilon_s\), fully ionized donors of density \(N_D\ll N_c\), negligible holes, and a mean-field potential \(\phi(x)\) that vanishes in the bulk. The band edge is raised by \(-e\phi\), so \(y(x)=-e\phi/k_BT\) is the band bending in units of \(k_BT\), and \(n=N_De^{-y}\). Let \(y_s=y(0)>0\), and let \(\phi_{sc}=k_BTy_s/e\) be the potential of the bulk relative to the surface. Between the surface and the plane of the ions lies the Helmholtz layer, a capacitor of constant capacitance \(C_H\) per area. The diffuse layer in solution is neglected, and the reacting ions sit at the potential of the solution. This presupposes a concentrated supporting electrolyte: the small-potential capacitance \(\sqrt{2\epsilon_w e^2c/k_BT}\) of the diffuse layer of a 1:1 salt of concentration \(c\) in water (permittivity \(\epsilon_w\)) is about 230 μF/cm² at 1 mol/L but only 23 μF/cm² at 0.01 mol/L, comparable with a typical \(C_H\) and in series with it.

**Lemma 6.** With \(L_D^2=\epsilon_sk_BT/e^2N_D\), the charge per area and the space-charge capacitance are
\[
Q=\sqrt{\epsilon_sk_BTN_D}\,\sqrt{2(y_s+e^{-y_s}-1)},\qquad
C_{sc}=\frac{dQ}{d\phi_{sc}}=\frac{\epsilon_s}{L_D}\,\frac{1-e^{-y_s}}{\sqrt{2(y_s+e^{-y_s}-1)}} .
\]
The edge lies at \(\Delta=\Delta_{fb}-eQ/C_H\), with \(\Delta_{fb}\) its flat-band value, and in the Boltzmann limit
\[
\alpha_c=\frac{1+r\beta}{1+r},\qquad r=\frac{C_{sc}}{C_H},\qquad \beta=\frac{\lambda-\Delta-\langle\varepsilon\rangle}{2\lambda},\qquad \langle\varepsilon\rangle=\frac32k_BT\,\frac{G_{5/2}}{G_{3/2}} .
\]

Proof. Poisson's equation \(\epsilon_s\phi''=-e(N_D-n)\) becomes \(y''=(1-e^{-y})/L_D^2\) on multiplication by \(-e/\epsilon_sk_BT\). Multiplying by \(y'\) and integrating from the bulk, where \(y=y'=0\), gives \(\tfrac12y'^2=(y+e^{-y}-1)/L_D^2\), and \(y'<0\) because \(y\) falls from \(y_s\) to zero. The charge is \(Q=eN_D\int_0^\infty(1-e^{-y})dx=eN_DL_D^2\int_0^\infty y''dx=-eN_DL_D^2\,y'(0)\), which is the stated form since \(eN_DL_D=\sqrt{\epsilon_sk_BTN_D}\). Differentiating with \(d\phi_{sc}=(k_BT/e)\,dy_s\) and using \(e^2N_DL_D/k_BT=\epsilon_s/L_D\) gives \(C_{sc}\).

The positive charge \(Q\) faces \(-Q\) across the Helmholtz layer, so the surface is positive by \(Q/C_H\) relative to the solution and its electron levels are lowered by \(eQ/C_H\). Let \(\xi=k_BT\ln(N_c/N_D)\) be the distance of the bulk band edge above \(E_F\), from \(N_D=N_ce^{-\xi/k_BT}\). Then \(E_{c,s}=E_F+\xi+k_BTy_s\), which gives \(n_s=N_De^{-y_s}\) and \(E_F-E^0=\Delta-\xi-k_BTy_s\). The differentials are
\[
d\Delta=-\frac{e\,C_{sc}\,d\phi_{sc}}{C_H}=-r\,k_BT\,dy_s,\qquad dE_F=d\Delta-k_BT\,dy_s=-(1+r)\,k_BT\,dy_s .
\]
Define \(\beta=k_BT\,d\ln k_c/d\Delta\). From \(j_c=ek_cc_{\rm ox}N_De^{-y_s}\) follows \(d\ln j_c=\beta\,d\Delta/k_BT-dy_s=-(1+r\beta)\,dy_s\), and division by \(dE_F/k_BT\) gives \(\alpha_c\). To find \(\beta\), write \(k_c=(\kappa/N_c)\int\rho\,e^{-\varepsilon/k_BT}W_{\rm ox}(E^0+\Delta+\varepsilon)\,d\varepsilon\). Since \(k_BT\,\partial\ln W_{\rm ox}/\partial\Delta=-(\Delta+\varepsilon-\lambda)/2\lambda\), \(\beta\) is the average of this expression with weight \(x^{1/2}e^{-ax-bx^2}\). The mean of \(x\) is \(\Gamma(5/2)G_{5/2}/[\Gamma(3/2)G_{3/2}]\), and \(\Gamma(5/2)/\Gamma(3/2)=\tfrac32\). ∎

Remark. The two layers are capacitors in series: a fraction \(1/(1+r)\) of a potential change alters the band bending and acts through \(n_s\) with weight one, and the rest moves the edge along the Gaussian and acts through \(k_c\) with weight \(\beta\). A5 is the limit \(r\to0\), with \(1-\alpha_c=r(1-\beta)/(1+r)\). The ratio in Lemma 3 holds at any position of the edge, so \(\alpha_a=1-\alpha_c\) still, and the anodic plateau acquires this small slope. For \(y_s\gg1\), \(C_{sc}\approx\epsilon_s/[L_D\sqrt{2(y_s-1)}]\propto\sqrt{N_D/(y_s-1)}\), so pinning deteriorates with doping and towards flat band. For \(r\to\infty\), \(\alpha_c\to\beta\), which at \(\Delta=0\) is \(\tfrac12-\langle\varepsilon\rangle/2\lambda\), near the metallic value when \(\langle\varepsilon\rangle\ll\lambda\). In depletion \(C_{sc}<\epsilon_s/L_D\), which keeps \(r\) below 0.012 and 0.12 for the two dopings of the example below, so at such dopings a large \(r\) needs another store of charge. Surface states that store a charge \(Q_{ss}(\phi_{sc})\) but carry no current add to \(Q\) in the expression for \(\Delta\), and the same algebra holds with \(r=(C_{sc}+dQ_{ss}/d\phi_{sc})/C_H\). The program tests \(Q\) and \(C_{sc}\) against a finite-difference solution of the Poisson–Boltzmann equation, and \(\beta\) and \(\alpha_c\) against numerical derivatives of the integrals with the edge moved self-consistently.

## When the Fermi level is flat

A6 requires that electrons cross the space-charge layer faster than the reaction removes them. Let \(F\) be the steady electron flux towards the surface and \(n(0)\) the actual density there, and write \(s=k_cc_{\rm ox}\), a velocity. If the electrons at the surface keep a Maxwell distribution and the edge is pinned, the theorem with \(n(0)\) in place of \(n_s\) gives \(F=s\,[n(0)-n_{s0}]\).

**Lemma 7.** In the drift-diffusion description with mobility \(\mu\), \(D=\mu k_BT/e\), and a parabolic barrier \(y=y_s(1-x/W)^2\) with \(n(W)=N_D\),
\[
F=\frac{N_De^{-y_s}-n_{s0}}{1/s+1/v_D},\qquad v_D=\frac{D\sqrt{y_s}}{W\,\mathcal D(\sqrt{y_s})},\qquad \mathcal D(z)=e^{-z^2}\!\int_0^ze^{t^2}dt ,
\]
where \(\mathcal D\) is the Dawson function and \(W=\sqrt{2\epsilon_s\phi_{sc}/eN_D}\).

Proof. With \(e^{-y}\) dropped inside the depleted region, \(y''=1/L_D^2\), solved by the parabola with \(2y_s/W^2=1/L_D^2\), which gives \(W\). The force on an electron is \(-k_BTy'\) and its drift velocity \(-(\mu/e)k_BTy'=-Dy'\). The flux along \(+x\) is \(-D(n'+ny')\), so \(F=D(n'+ny')=De^{-y}(ne^y)'\). Without generation or recombination \(F\) is constant, and integration of \(Fe^y=D(ne^y)'\) from 0 to \(W\) gives \(F\int_0^We^ydx=D[N_D-n(0)e^{y_s}]\), that is \(F=v_D[N_De^{-y_s}-n(0)]\) with \(v_D=De^{y_s}/\int_0^We^ydx\). The substitution \(t=\sqrt{y_s}(1-x/W)\) gives \(\int_0^We^ydx=(W/\sqrt{y_s})\,e^{y_s}\mathcal D(\sqrt{y_s})\). Adding \(F/v_D=N_De^{-y_s}-n(0)\) and \(F/s=n(0)-n_{s0}\) eliminates \(n(0)\). ∎

Remark. The current is reduced by the factor \(1/(1+s/v_D)\), so for \(s\ll v_D\) the net current is that of the theorem. The surface density follows from the same two equations: with \(n_s=N_De^{-y_s}\) it is \(n(0)=[n_s+(s/v_D)\,n_{s0}]/(1+s/v_D)\). A6 itself therefore needs \((s/v_D)\,e^{e\eta/k_BT}\ll1\) as well as \(s\ll v_D\). For \(\eta\le0\) this adds nothing. Far on the anodic side the injected electrons keep \(n(0)\) above \(n_s\), and the partial current \(j_c\) no longer follows the theorem, but it is then negligible against \(j_0\) in the net current. For large \(z\) the integral in \(\mathcal D\) comes from \(t\) near \(z\), where \(t^2\approx z^2-2z(z-t)\), so \(\mathcal D\approx1/2z\) and \(v_D\approx2Dy_s/W\), the mobility times the surface field \(2\phi_{sc}/W\). The Maxwell distribution itself requires that a small part of the arriving electrons react. Their one-way flux is \(n(0)v_R\) with
\[
v_R=\frac{\int_0^\infty v\,e^{-m^*v^2/2k_BT}dv}{\int_{-\infty}^\infty e^{-m^*v^2/2k_BT}dv}=\frac{k_BT/m^*}{\sqrt{2\pi k_BT/m^*}}=\sqrt{\frac{k_BT}{2\pi m^*}},
\]
and the condition is \(s\ll v_R\). In the opposite limit of Lemma 7, \(v_D\ll s\ll v_R\), which exists only when \(v_D\ll v_R\), the forward current is \(ev_DN_De^{-y_s}\) with \(v_D\propto y_s/W\propto\sqrt{y_s}\) at large \(y_s\), so \(\alpha\approx1-1/2y_s\). A slope near \(S_0\) therefore does not by itself show that transfer at the interface limits the rate; proportionality of the forward current to \(c_{\rm ox}\) at fixed \(E_F\) does, within these models, since \(ev_DN_De^{-y_s}\) does not contain \(c_{\rm ox}\). At fixed \(\eta\) the transfer-limited current \(j_0e^{-e\eta/k_BT}\) is independent of \(c_{\rm ox}\), because \(E_{\rm redox}\) moves with the concentration. The program tests Lemma 7 against numerical integration of the drift-diffusion equation, including values of \(s\) near and above \(v_D\), and \(v_R\) by quadrature. Tunnelling through a thin barrier is not included, nor is any effect of the surface field on the wave functions at the surface, which A3 leaves out.

## The valence band

**Lemma 8.** Let \(E_{v,s}\) be the valence-band edge at the surface, \(\Delta_v=E^0-E_{v,s}\), and \(p_s=N_ve^{-(E_F-E_{v,s})/k_BT}\ll N_v\), with \(N_v\) built from the hole mass as \(N_c\) is from the electron mass. If the holes obey A6, the valence current is \(j_v=j_{0,v}[e^{e\eta/k_BT}-1]\), with \(j_{0,v}=e\kappa W_{\rm red}(E_{v,s})\,g_v\,c_{\rm red}\,p_{s0}\) and \(g_v\) equal to \(g\) with \(\Delta_v\) in place of \(\Delta\).

Proof. Put \(E=E_{v,s}-\varepsilon\). Then \(1-f\to e^{-(E_F-E_{v,s})/k_BT}e^{-\varepsilon/k_BT}\), and the square in \(W_{\rm red}\) is \((-\Delta_v-\varepsilon+\lambda)^2=(\Delta_v-\lambda+\varepsilon)^2\), the expression met in Lemma 5. The anodic integral is thus the former cathodic one with \(n_s\to p_s\), \(c_{\rm ox}\to c_{\rm red}\) and \(\Delta\to\Delta_v\). Now \(p_s/p_{s0}=e^{+e\eta/k_BT}\), and Lemma 3 gives the cathodic part as the constant \(j_{0,v}\). ∎

A p-type electrode is therefore the mirror image, with slope \(S_0\) on the anodic side. On an n-type electrode the cathodic valence current, in which Ox injects holes, cannot exceed \(j_{0,v}\), its value at \(f=1\). The anodic part consumes minority carriers, whose density is not set by the back contact, and lies outside the lemma. The program tests the plateau \(j_{0,v}\) at two Fermi levels and the unit anodic coefficient.

## Worked example

The parameters are round model values, not those of a material: \(T=298.15\) K, \(m^*=m_e\) in both bands, gap 2.0 eV, \(\epsilon_s=10\,\epsilon_0\), \(N_D=10^{16}\) cm⁻³, \(\mu=100\) cm²/Vs, \(C_H=20\) μF/cm², \(\lambda=0.8\) eV, \(\Delta=0.6\) eV, \(c_{\rm ox}=c_{\rm red}=0.01\) mol/L or \(6.022\times10^{18}\) cm⁻³, \(V=0.01\) eV, \(\Omega=0.1\) nm³ and \(\delta=0.1\) nm. Equal concentrations give \(E_{\rm redox}=E^0\). Four to six figures are kept so that the arithmetic can be followed; \(j_0\) is proportional to \(\kappa\), whose factors \(V\), \(\Omega\) and \(\delta\) are chosen here and not computed, whereas the cathodic slopes at \(\eta<0\) do not depend on \(\kappa\) as long as \(s\) is small against both \(v_D\) and \(v_R\), the velocities of electron supply defined above.

With \(k_BT=0.0256926\) eV, \(S_0=59.16\) mV per decade and \(N_c=2.486\times10^{19}\) cm⁻³. The product \(V^2\Omega\delta=10^{-4}\times10^{-22}\times10^{-8}\) eV² cm⁴ times \(2\pi/\hbar\) gives \(\kappa=9.546\times10^{-19}\) eV cm⁴/s. The Gaussians have width \(\sigma=\sqrt{2\lambda k_BT}=0.20275\) eV, the edge lies 0.2 eV below the peak of \(W_{\rm ox}\), and
\[
W_{\rm ox}(E_{c,s})=\frac{e^{-0.2^2/(2\times0.20275^2)}}{0.20275\sqrt{2\pi}}\ {\rm eV^{-1}}=1.2096\ {\rm eV^{-1}} .
\]
Next \(a=1.4/1.6=0.875\) and \(b=0.025693/3.2=0.008029\). The bounds (3) place \(g\) above \(a^{-3/2}(1-15b/4a^2)=1.1737\) and below \(a^{-3/2}=1.2218\), and its value is \(g=1.1773\). Then
\[
k_c=9.546\times10^{-19}\times1.2096\times1.1773=1.359\times10^{-18}\ {\rm cm^4/s},\qquad s=k_cc_{\rm ox}=8.186\ {\rm cm/s}.
\]
The bulk edge lies \(\xi=0.2009\) eV above \(E_F\), so the equilibrium bending is \(0.6-0.2009=0.3991\) eV, and \(n_{s0}=2.4862\times10^{19}\,e^{-0.6/0.0256926}=1.7924\times10^{9}\) cm⁻³. The exchange current is
\[
j_0=e\,s\,n_{s0}=e\times8.186\times1.7924\times10^{9}\ {\rm cm^{-2}s^{-1}}=2.351\times10^{-9}\ {\rm A/cm^2}.
\]
The band-edge value without \(g\) would be \(1.997\times10^{-9}\) A/cm², 15 % below the full \(j_0\).

At \(\eta=-0.2\) V the bending falls to 0.1991 eV, \(n_s/n_{s0}=e^{0.2/0.0256926}=2402.7\) and \(n_s=4.307\times10^{12}\) cm⁻³. The current is \(2.351\times10^{-9}\times(1-2402.7)=-5.646\times10^{-6}\) A/cm², and the Fermi integrals (1) give the same printed digits, as the bound \(\theta\le4.307\times10^{12}/2.486\times10^{19}=1.7\times10^{-7}\) demands. The slope of \(j_c\) from the integral is 59.16 mV per decade. At \(\eta=+0.2\) V the current is \(j_0(1-1/2402.7)=2.350\times10^{-9}\) A/cm², on the plateau. At \(\eta=-0.05\) V the net current has the local slope \(59.16\times(1-e^{-0.05/0.025693})=50.71\) mV per decade.

Raising \(E_F\) at fixed \(\Delta\) to 0.1 eV below the edge gives \(\alpha_c=0.9934\) and 59.55 mV per decade. The first-order estimate is \(1-\alpha_c\approx e^{-0.1/0.025693}(0.875/1.875)^{3/2}=0.0065\), against 0.0066 from the integral. With \(E_F\) at the edge, \(\alpha_c=0.805\) and the slope is 73.5 mV per decade. These two cases isolate the effect of Fermi statistics. Since \(\xi=0.2009\) eV, both lie in accumulation at this doping, where holding \(\Delta\) fixed is a formal device and not an electrostatic result. A4 fails there too: the integrals give 0.66 and 25 A/cm², while diffusion of Ox from a 0.01 mol/L solution, with a diffusion coefficient of \(10^{-5}\) cm²/s across a 10 μm layer, supplies about \(10^{-2}\) A/cm².

For the Helmholtz correction the value 0.6 eV is taken as \(\Delta_{fb}\), again at \(\eta=-0.2\) V. For \(N_D=10^{16}\) cm⁻³ the edge drops by 1.1 meV and the bending from 0.1991 eV to 0.1980 eV. With \(C_{sc}=0.06413\) μF/cm², \(r=0.06413/20=0.003206\) and \(\beta=0.0994\),
\[
\alpha_c=\frac{1+0.003206\times0.0994}{1.003206}=0.99712,\qquad S=\frac{59.16}{0.99712}=59.33\ \text{mV per decade}.
\]
For \(N_D=10^{18}\) cm⁻³ the bending is 0.3034 eV, the edge drops by 14.0 meV, \(C_{sc}=0.5054\) μF/cm², \(r=0.02527\), \(\beta=0.1073\), \(\alpha_c=0.9780\) and \(S=60.5\) mV per decade. A hundredfold doping has raised \(r\) by a factor of 7.9 and not 10, as \(C_{sc}\propto\sqrt{N_D/(y_s-1)}\) predicts: \(10\sqrt{(0.1980-0.0257)/(0.3034-0.0257)}=7.9\). At this doping \(N_D/N_c=0.04\), which bounds the relative error of Boltzmann statistics in the bulk density. Two other neglects are larger. Full ionization is an assumption of the model: a hydrogenic donor with this mass and permittivity lies \(13.6\ {\rm eV}/10^2=0.136\) eV below the edge and, with degeneracy factor 2, is 88 % ionized in the bulk at \(10^{16}\) cm⁻³ and 22 % at \(10^{18}\) cm⁻³, where the bending would be about 0.27 eV and \(S\) about 60.7 mV per decade. And the slopes above contain the Helmholtz correction only. In a parabolic barrier the quantum thermal density falls as \(e^{-y\tanh u/u}\) in place of \(e^{-y}\), with \(u=(\hbar e/2k_BT)\sqrt{N_D/\epsilon_sm^*}\), which lowers \(\alpha_c\) by about \(u^2/3\): \(2\times10^{-4}\) at \(10^{16}\) cm⁻³ but 0.017 at \(10^{18}\) cm⁻³, of the same order as the 0.022 from the Helmholtz layer. The size of this term depends on the boundary condition at the surface and is larger for a hard wall, where it exceeds the Helmholtz term at both dopings.

For the supply at \(N_D=10^{16}\) cm⁻³ and \(\eta=-0.2\) V, \(W=148\) nm, \(D=2.569\) cm²/s, \(v_D=2.5\times10^6\) cm/s and \(v_R=2.7\times10^6\) cm/s. The two velocities come out nearly equal. Drift-diffusion presupposes drift slow against thermal motion, so it is at the limit of its validity here and \(v_D\) is good only as an order of magnitude. That is enough, since \(s\) is about \(3\times10^{-6}\) of either velocity. For the valence band \(\Delta_v=2.0-0.6=1.4\) eV, \(W_{\rm red}(E_{v,s})=0.02468\) eV⁻¹ and \(g_v=0.611\), and the factor \(e^{-1.4/0.025693}\) in \(p_{s0}\) brings \(j_{0,v}\) to \(7.5\times10^{-25}\) A/cm², more than fifteen decades below \(j_0\).

## Values computed for the example and the checks

```
T = 298.15 K, m* = 1 m_e (both bands), Eg = 2.0 eV, eps_r = 10.0
N_D = 1e+16 cm^-3, mu = 100.0 cm^2/Vs, C_H = 20 uF/cm^2
lambda = 0.8 eV, Delta = 0.6 eV, c_ox = c_red = 0.01 mol/L
V = 0.01 eV, Omega = 0.1 nm^3, delta = 0.1 nm, eta = -0.2 V
kT = 0.0256926 eV
c = 6.02214e+18 cm^-3
kappa = 9.54584e-19 eV cm^4/s
N_c = 2.48624e+19 cm^-3
Gaussian width sqrt(2 lam kT) = 0.202751 eV
skewness of W_ox, quartic term 0.5 q^4 = -0.0230066
W_ox(Ec) = 1.20963 1/eV
a = 0.875
b = 0.00802893
g = 1.17726
a^-3/2 = 1.22177
a^-3/2 (1-15b/4a^2) = 1.17372
g at Delta=0 = 2.55155
g at Delta=lambda = 0.971633
k = 1.35937e-18 cm^4/s
bulk Ec-EF = 0.200878 eV
bending at eta=0, pinned = 0.399122 eV
bending at eta, pinned = 0.199122 eV
n_s0 = 1.79243e+09 cm^-3
n_s at eta = 4.30668e+12 cm^-3
n_s/n_s0 = 2402.7
j0 = 2.35095e-09 A/cm^2
j0 with g=1 = 1.99697e-09 A/cm^2
j(-0.2 V) formula = -5.64628e-06 A/cm^2
j(-0.2 V) Fermi integral = -5.64628e-06 A/cm^2
j(+0.2 V) Fermi integral = 2.34997e-09 A/cm^2
kT ln10/e = 59.1593 mV/dec
slope of j_c at eta, integral = 59.1594 mV/dec
slope of net j at -0.05 V = 50.7095 mV/dec
alpha, Ec-EF=0.1 eV = 0.993405
slope, Ec-EF=0.1 eV = 59.5521 mV/dec
alpha, Ec-EF=0 = 0.804977
slope, Ec-EF=0 = 73.4919 mV/dec
metal alpha, eta=0 = 0.5
metal slope, eta=0 = 118.319 mV/dec
depletion width W at eta = 148.352 nm
D = 2.56926 cm^2/s
s = k c_ox = 8.18634 cm/s
v_D = 2.47362e+06 cm/s
v_R = 2.68179e+06 cm/s
W_red(Ev) = 0.0246776 1/eV
g valence = 0.610658
j0 valence = 7.46483e-25 A/cm^2
N_D=1e+16: bending 0.19802 eV, edge shift 1.1056 meV
N_D=1e+16: Csc 0.064126 uF/cm^2, r 0.0032063, beta 0.09943
N_D=1e+16: alpha 0.997122, slope 59.3301 mV/dec
N_D=1e+18: bending 0.30341 eV, edge shift 14.0350 meV
N_D=1e+18: Csc 0.50537 uF/cm^2, r 0.025269, beta 0.10729
N_D=1e+18: alpha 0.977998, slope 60.4902 mV/dec
```
